# Optimal coherent kernels from the source-shifted pupil matrix: verification in Python

```python
# Result under test: the optimal coherent kernels of a partially coherent image
# are the left singular vectors u_k of the source-shifted pupil matrix
#   A[f, s] = sqrt(J_s) H(f + s),
# and keeping K of them leaves an error 0 <= I - I_K <= sigma_{K+1}^2 * E.
# f: mask diffraction order, s: source point (both in units of 1/cell),
# J_s: source weight (sum 1), H: pupil with defocus, M_f: mask Fourier
# coefficient, E = sum |M_f|^2, sigma_k: singular values of A.
# Intensities are relative to the clear field; lengths are in nm.
import numpy as np

wavelength, NA, defocus = 200.0, 0.8, 100.0
inner, outer = 0.5, 0.8
cell, refine = 1600.0, 2
pixels = 64


def pupil(gx, gy, side):
    rho2 = (gx**2 + gy**2) * (wavelength / (NA * side))**2
    cosine = np.sqrt(1 - NA**2 * np.minimum(rho2, 1.0))
    phase = 2 * np.pi * defocus / wavelength * (cosine - 1)
    return (rho2 <= 1) * np.exp(1j * phase)


def lattice_ring(low, high):
    n = np.arange(-80, 81)
    nx, ny = np.meshgrid(n, n, indexing="ij")
    r = np.hypot(nx, ny)
    keep = (r >= low) & (r <= high)
    return nx[keep], ny[keep]


def geometry(side, q):
    cutoff = NA * side / wavelength
    orders = lattice_ring(0, (1 + outer) * cutoff)
    source = lattice_ring(inner * cutoff * q, outer * cutoff * q)
    return orders, source


def shifted_pupil_matrix(side, q):
    (ox, oy), (nx, ny) = geometry(side, q)
    shifted = pupil(ox[:, None] + nx / q, oy[:, None] + ny / q, side)
    return shifted / np.sqrt(len(nx))


(fx, fy), (nx, ny) = geometry(cell, refine)
n_orders, n_source = len(fx), len(nx)
cutoff = NA * cell / wavelength


def source_sum_image(spectrum, sx, sy):
    """Image from the definition: equal-weight sum over source points."""
    image = np.zeros((pixels, pixels))
    for ax, ay in zip(sx, sy):
        grid = np.zeros((pixels, pixels), complex)
        grid[fx % pixels, fy % pixels] = pupil(fx + ax, fy + ay, cell) * spectrum
        image += np.abs(np.fft.ifft2(grid) * pixels**2)**2
    return image / len(sx)


# Mask: clear rectangles (centre x, centre y, width x, width y) on dark ground
rectangles = [(400, 800, 200, 1000), (750, 400, 500, 200), (1100, 1000, 250, 250)]
mask = np.zeros(n_orders, complex)
for cx, cy, wx, wy in rectangles:
    mask += (wx * wy / cell**2 * np.sinc(fx * wx / cell) * np.sinc(fy * wy / cell)
             * np.exp(-2j * np.pi * (fx * cx + fy * cy) / cell))
n_fine = 320
mid = (np.arange(n_fine) + 0.5) * cell / n_fine
transmission = np.zeros((n_fine, n_fine))
for cx, cy, wx, wy in rectangles:
    transmission += np.outer(abs(mid - cx) < wx / 2, abs(mid - cy) < wy / 2)
wave_x = np.exp(-2j * np.pi * np.outer(fx, mid) / cell)
wave_y = np.exp(-2j * np.pi * np.outer(fy, mid) / cell)
mask_quadrature = ((wave_x @ transmission) * wave_y).sum(axis=1) / n_fine**2
assert np.max(abs(mask - mask_quadrature)) < 1e-3  # midpoint-rule error
open_fraction = np.mean(transmission**2)
energy = np.sum(abs(mask)**2)
assert transmission.max() == 1 and energy <= open_fraction

# Kernels from the singular value decomposition of A
A = shifted_pupil_matrix(cell, refine)
U, sigma, _ = np.linalg.svd(A, full_matrices=False)
weight = sigma**2
next_weight = np.append(weight[1:], 0.0)  # entry K-1 holds sigma_{K+1}^2

px, py = np.meshgrid(np.arange(pixels), np.arange(pixels), indexing="ij")
waves = np.exp(2j * np.pi * (np.outer(fx, px.ravel())
                             + np.outer(fy, py.ravel())) / pixels)


def kernel_intensities(kernels, spectrum):
    """Intensity of each coherent system; kernels carry their weights."""
    fields = kernels.T @ (spectrum[:, None] * waves)
    return abs(fields)**2


reference = source_sum_image(mask, nx / refine, ny / refine)
partial = np.cumsum(kernel_intensities(U * sigma, mask), axis=0)
full_difference = np.max(abs(partial[-1] - reference.ravel()))
assert full_difference < 1e-11
clear = (fx == 0) & (fy == 0)
assert np.allclose(source_sum_image(clear * 1.0, nx / refine, ny / refine), 1)

# Cross coefficients, formed here only as an independent check
T = np.zeros((n_orders, n_orders), complex)
for ax, ay in zip(nx / refine, ny / refine):
    h = pupil(fx + ax, fy + ay, cell)
    T += np.outer(h, h.conj()) / n_source
eigenvalues = np.linalg.eigvalsh(T)[::-1]
assert np.allclose(eigenvalues[:len(weight)], weight, atol=1e-10)
assert np.max(abs(eigenvalues[len(weight):])) < 1e-10
for index in (0, 1111, 2500):
    m = mask * waves[:, index]
    assert abs(m @ T @ m.conj() - reference.ravel()[index]) < 1e-11

# Truncation error: sign, bound and exact cell mean for every K
error = reference.ravel()[None, :] - partial
max_error = error.max(axis=1)
bound = next_weight * energy
assert error.min() > -1e-11
assert np.all(max_error <= bound + 1e-11)
row_norm = np.sum(abs(A)**2, axis=1)
kept_rows = np.cumsum(abs(U)**2 * weight, axis=1)
mean_error = (abs(mask)**2) @ (row_norm[:, None] - kept_rows)
assert np.allclose(mean_error, error.mean(axis=1), atol=1e-11)

# Flat spectrum: cell-mean error equals the sum of discarded weights
K = 20
flat = np.ones(n_orders, complex)
flat_error = (source_sum_image(flat, nx / refine, ny / refine).mean()
              - kernel_intensities(U[:, :K] * sigma[:K], flat).sum(axis=0).mean())
discarded = weight[K:].sum()
assert abs(flat_error - discarded) < 1e-8

# The bound is attained by a unit-energy mask at the origin
worst_mask = U[:, K].conj()
worst_image = source_sum_image(worst_mask, nx / refine, ny / refine)[0, 0]
worst_kept = kernel_intensities(U[:, :K] * sigma[:K], worst_mask).sum(axis=0)[0]
attained = worst_image - worst_kept
assert abs(attained - weight[K]) < 1e-9

# A rival of equal rank: K source points on a ring of middle radius
angle = 2 * np.pi * (np.arange(K) + 0.5) / K
ring = 0.5 * (inner + outer) * cutoff
rx, ry = ring * np.cos(angle), ring * np.sin(angle)
B = pupil(fx[:, None] + rx, fy[:, None] + ry, cell) / np.sqrt(K)
rival_worst = np.max(abs(np.linalg.eigvalsh(T - B @ B.conj().T)))
rival_error = np.max(abs(source_sum_image(mask, rx, ry) - reference))
assert rival_worst >= weight[K] - 1e-10

# Matrix-free products with A and its adjoint by FFT correlation
size = 64
g = np.fft.fftfreq(size, 1 / size)
table = pupil(g[:, None] / refine, g[None, :] / refine, cell)
order_points = (refine * fx, refine * fy)
source_points = (nx, ny)


def correlate(function, points_in, values, points_out):
    grid = np.zeros((size, size, values.shape[1]), complex)
    grid[points_in[0] % size, points_in[1] % size] = values
    spectrum = np.fft.fft2(grid.conj(), axes=(0, 1)).conj()
    product = np.fft.fft2(function)[:, :, None] * spectrum
    result = np.fft.ifft2(product, axes=(0, 1))
    return result[points_out[0] % size, points_out[1] % size]


def forward(v):
    return correlate(table, source_points, v, order_points) / np.sqrt(n_source)


def backward(w):
    return correlate(table.conj(), order_points, w, source_points) / np.sqrt(n_source)


rng = np.random.default_rng(7)
block = 40
V = rng.normal(size=(n_source, block)) + 1j * rng.normal(size=(n_source, block))
assert np.allclose(forward(V), A @ V, atol=1e-10)
W = rng.normal(size=(n_orders, 3)) + 0j
assert np.allclose(backward(W), A.conj().T @ W, atol=1e-10)
total = correlate(abs(table)**2, source_points, np.ones((n_source, 1)),
                  order_points).real.sum() / n_source
assert abs(total - weight.sum()) < 1e-8

sweeps = 60
record = {}
for sweep in range(1, sweeps + 1):
    V, _ = np.linalg.qr(backward(forward(V)))
    if sweep in (1, sweeps):
        left, values, _ = np.linalg.svd(forward(V), full_matrices=False)
        image = kernel_intensities(left[:, :K] * values[:K], mask).sum(axis=0)
        gap = reference.ravel() - image
        certificate = energy * (total - np.sum(values[:K]**2))
        assert gap.min() > -1e-11 and gap.max() <= certificate + 1e-11
        deviation = np.max(abs(values[:K]**2 / weight[:K] - 1))
        record[sweep] = (deviation, gap.max(), certificate)
assert record[sweeps][0] < 1e-6

# Projection on the order side loses the one-sided error
start = rng.normal(size=(n_source, K)) + 0j
Q, _ = np.linalg.qr(forward(start))
projector = Q @ Q.conj().T
lowest = np.linalg.eigvalsh(T - projector @ T @ projector)[0]
assert lowest < -1e-3

# Same physical source with a cell of half the side: weights scale with area
small_weight = np.linalg.svd(shifted_pupil_matrix(cell / 2, 2 * refine),
                             compute_uv=False)**2
area_ratio = weight[0] / small_weight[0]
assert 3 < area_ratio < 5

# Separate error: refinement of the source grid
_, (mx, my) = geometry(cell, 2 * refine)
finer = source_sum_image(mask, mx / (2 * refine), my / (2 * refine))
source_change = np.max(abs(finer - reference))

target = 0.01
K_actual = int(np.argmax(max_error <= target)) + 1
K_bound = int(np.argmax(bound <= target)) + 1

print(f"wavelength {wavelength:.0f} nm, NA {NA}, defocus {defocus:.0f} nm")
print(f"annular source {inner} to {outer} of NA, cell side {cell:.0f} nm")
print(f"pupil radius in orders: {cutoff:.2f}")
print(f"mask orders: {n_orders}, source points: {n_source}")
print(f"entries of A: {A.size}, entries of T: {T.size}")
print(f"FFT lattice points: {size**2}")
print(f"open mask fraction: {open_fraction:.5f}, in-band energy E: {energy:.5f}")
print(f"peak image intensity: {reference.max():.5f}, mean: {reference.mean():.5f}")
print(f"all kernels vs source sum, max difference: {full_difference:.1e}")
print(f"sum of all sigma^2: {weight.sum():.4f}")
print("sigma^2, k = 1..8: " + " ".join(f"{w:.4f}" for w in weight[:8]))
print("sigma^2, k = 19..22: " + " ".join(f"{w:.4f}" for w in weight[18:22]))
print("K | sigma_(K+1)^2 | discarded share | max error | mean error | bound")
for k in (5, 10, 20, 40, 80, 120, 160):
    share = weight[k:].sum() / weight.sum()
    print(f"{k} | {weight[k]:.3e} | {share:.3e} | {max_error[k-1]:.3e} | "
          f"{mean_error[k-1]:.3e} | {bound[k-1]:.3e}")
print(f"smallest K with actual max error <= {target}: {K_actual}")
print(f"smallest K with bound <= {target}: {K_bound}")
print(f"flat-spectrum mean error, K={K}: {flat_error:.5f}")
print(f"sum of discarded sigma^2, K={K}: {discarded:.5f}")
print(f"worst unit-energy mask, error at origin, K={K}: {attained:.5f}")
print(f"{K} ring source points, worst unit-energy error: {rival_worst:.5f}")
print(f"{K} ring source points, max error for this mask: {rival_error:.5f}")
print(f"{K} kernels, max error for this mask: {max_error[K-1]:.5f}")
print(f"block size: {block}")
for sweep, (deviation, largest, certificate) in record.items():
    print(f"sweeps {sweep}: max relative deviation of sigma^2 {deviation:.1e}, "
          f"max error {largest:.5f}, certificate {certificate:.5f}")
print(f"order-side projection, lowest residual eigenvalue: {lowest:.4f}")
print(f"sigma_1^2 for {cell/2:.0f} nm cell: {small_weight[0]:.4f}, "
      f"ratio large/small cell: {area_ratio:.4f}")
print(f"source points after refinement: {len(mx)}")
print(f"max image change on source refinement: {source_change:.5f}")
print("finished without a failed check")
```

Printed output:

```
wavelength 200 nm, NA 0.8, defocus 100 nm
annular source 0.5 to 0.8 of NA, cell side 1600 nm
pupil radius in orders: 6.40
mask orders: 421, source points: 204
entries of A: 85884, entries of T: 177241
FFT lattice points: 4096
open mask fraction: 0.14160, in-band energy E: 0.12930
peak image intensity: 0.80388, mean: 0.10083
all kernels vs source sum, max difference: 2.2e-15
sum of all sigma^2: 127.3137
sigma^2, k = 1..8: 55.2157 19.7354 19.7354 6.0543 5.9098 2.5243 2.5243 1.3003
sigma^2, k = 19..22: 0.3040 0.3040 0.2805 0.2805
K | sigma_(K+1)^2 | discarded share | max error | mean error | bound
5 | 2.524e+00 | 1.623e-01 | 2.093e-02 | 6.795e-03 | 3.264e-01
10 | 7.210e-01 | 9.637e-02 | 1.280e-02 | 4.501e-03 | 9.323e-02
20 | 2.805e-01 | 5.691e-02 | 3.592e-03 | 2.194e-03 | 3.627e-02
40 | 8.876e-02 | 3.284e-02 | 2.117e-03 | 1.393e-03 | 1.148e-02
80 | 3.708e-02 | 1.491e-02 | 7.805e-04 | 5.263e-04 | 4.795e-03
120 | 1.907e-02 | 6.331e-03 | 2.452e-04 | 1.473e-04 | 2.466e-03
160 | 9.548e-03 | 1.999e-03 | 6.945e-05 | 3.699e-05 | 1.235e-03
smallest K with actual max error <= 0.01: 13
smallest K with bound <= 0.01: 43
flat-spectrum mean error, K=20: 7.24543
sum of discarded sigma^2, K=20: 7.24543
worst unit-energy mask, error at origin, K=20: 0.28047
20 ring source points, worst unit-energy error: 6.82274
20 ring source points, max error for this mask: 0.07695
20 kernels, max error for this mask: 0.00359
block size: 40
sweeps 1: max relative deviation of sigma^2 1.4e-01, max error 0.00369, certificate 0.97545
sweeps 60: max relative deviation of sigma^2 3.6e-15, max error 0.00359, certificate 0.93686
order-side projection, lowest residual eigenvalue: -5.4855
sigma_1^2 for 800 nm cell: 13.7727, ratio large/small cell: 4.0091
source points after refinement: 804
max image change on source refinement: 0.01698
finished without a failed check
```
